# Link-variable Chern numbers of a one-third-flux resonator lattice

## Definitions and conventions

Identical ring resonators sit at the points $(m,n)$ of a square lattice with spacing $a$. Light circulates in one chosen sense in every site ring, and $a_{m,n}$ is its amplitude in ring $(m,n)$. Loss, backscattering and all but one longitudinal order of each ring are left out at first. With time factor $e^{-i\omega t}$, a resonance at $\omega_0$ and a hopping rate $J>0$, the stationary amplitudes obey

$$E a_{m,n}=-J\left[a_{m-1,n}+a_{m+1,n}+e^{i2\pi m/3}a_{m,n-1}+e^{-i2\pi m/3}a_{m,n+1}\right],$$

where $E=\omega-\omega_0$. A hop upward in column $m$ carries the phase $+2\pi m/3$; a hop downward carries its negative. Around a plaquette, counterclockwise, the phases add to $2\pi(m+1)/3-2\pi m/3=2\pi/3$. This is one third of a flux quantum, $\alpha=1/3$.

The phases repeat after three columns. Write $m=3M+s$ with $s=0,1,2$, and set $a_{3M+s,n}=e^{i(k_1M+k_2n)}u_s$, so that $k_1=3k_xa$ and $k_2=k_ya$ each run over $2\pi$. The two vertical terms combine into a cosine, and

$$H(k_1,k_2)=\begin{pmatrix}d_0&-J&-Je^{-ik_1}\\-J&d_1&-J\\-Je^{ik_1}&-J&d_2\end{pmatrix},\qquad d_s=-2J\cos\!\left(k_2-\tfrac{2\pi s}{3}\right).$$

This matrix is periodic in both angles. For a normalized eigenvector $u$ of an isolated band, define

$$A_\mu=i\langle u|\partial_\mu u\rangle,\qquad \Omega=\partial_1A_2-\partial_2A_1,\qquad C=\frac1{2\pi}\int\Omega\,d^2k .$$

Reversing the sign convention of $A$ or the flux reverses every Chern number $C$. With the choices made here the result will be $C=-1,+2,-1$ from the lowest band to the highest.

The bands must first be shown to be isolated. The $d_s$ sum to zero and their squares sum to $6J^2$, so $\sum_{i<j}d_id_j=-3J^2$. The three off-diagonal pairs subtract another $3J^2$, which gives the coefficient $-6J^2$ of $E$ in the characteristic polynomial. Since $\cos x\cos(x-2\pi/3)\cos(x-4\pi/3)=\tfrac14\cos3x$, the diagonal product is $-2J^3\cos3k_2$. The two cyclic products add $-2J^3\cos k_1$, and the remaining part of the determinant is $-J^2\sum_s d_s=0$. Therefore

$$E^3-6J^2E=-2J^3(\cos k_1+\cos3k_2).$$

The right side runs from $-4J^3$ to $4J^3$. At the lower end the roots are $2J$ and $(-1\pm\sqrt3)J$; at the upper end they have the opposite signs. The turning points of the left side, at $E=\pm\sqrt2J$, have values $\mp4\sqrt2J^3$, outside this range. Each band thus runs monotonically between its end roots:

$$[-(1+\sqrt3),-2]J,\quad[-(\sqrt3-1),\sqrt3-1]J,\quad[2,1+\sqrt3]J .$$

Both gaps are $(3-\sqrt3)J=1.2679J$.

## The naive scheme returns zero

Take an $N\times N$ mesh with step $h=2\pi/N$, and let $k+\mu$ denote the next mesh point in direction $\mu$. The direct translation of the definition replaces the derivative by a difference,

$$A_\mu(k)\approx\frac{i}{h}\langle u(k)|\,u(k+\mu)-u(k)\rangle ,$$

then forms the discrete curl and sums it. This fails in two ways.

First, an eigensolver returns each vector with an arbitrary phase. Neighbouring vectors need not be close, and their difference divided by $h$ need not approach a derivative.

Second, smoothing the phases doesn't cure the sum. The discrete curl on one plaquette is proportional to

$$A_1(k)+A_2(k+1)-A_1(k+2)-A_2(k).$$

On the periodic mesh every $A_\mu$ enters the total once with each sign. The total is zero for any stored set of numbers $A_\mu$, good or bad. The continuum has the same obstruction: a connection that is smooth and periodic over the whole torus has zero integrated curl. A band with $C\ne0$ therefore has no smooth periodic choice of eigenvector phase.

One repair is to compute the curvature without differentiating eigenvectors. Differentiating $H|n\rangle=E_n|n\rangle$ and projecting on $m\ne n$ gives

$$\langle m|\partial_\mu n\rangle=\frac{\langle m|\partial_\mu H|n\rangle}{E_n-E_m}.$$

From the definition, $\Omega_n=-2\,\mathrm{Im}\langle\partial_1n|\partial_2n\rangle$. Insert a complete set of states. The term with $m=n$ is a product of two imaginary numbers, hence real, and drops out. What remains is

$$\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_1H|m\rangle\langle m|\partial_2H|n\rangle}{(E_n-E_m)^2}.$$

Exchanging $n$ and $m$ conjugates the numerator, so the contributions cancel in pairs when all bands are added. This proves $\sum_n\Omega_n=0$ at every $k$, and hence $\sum_nC_n=0$. The formula needs derivatives of $H$ and all the other bands, and a finite mesh gives a quadrature value rather than an integer. It serves here as an independent check: on a $60\times60$ mesh the integrals are $-1.000000$, $+2.000000$ and $-1.000000$.

## Keeping the phase as a phase

The better repair uses overlaps without expanding them. Define the link

$$U_\mu(k)=\langle u(k)|u(k+\mu)\rangle .$$

In a locally smooth gauge $U_\mu\approx1-ihA_\mu$, so $-\arg U_\mu\approx hA_\mu$. The flux through a plaquette is therefore taken as

$$F(k)=-\arg\left[U_1(k)\,U_2(k+1)\,U_1^*(k+2)\,U_2^*(k)\right],\qquad-\pi<F\le\pi .$$

If $u(k)\to e^{i\chi(k)}u(k)$, then $U_\mu(k)$ gains $e^{i[\chi(k+\mu)-\chi(k)]}$. Around the plaquette each $\chi$ appears once with each sign, so $F$ doesn't change. The phases delivered by the eigensolver are harmless, provided that one stored vector is used at each mesh point, including where the mesh closes on itself.

To see why the sum no longer vanishes, put $a_\mu=-\arg U_\mu$. Then

$$F(k)=a_1(k)+a_2(k+1)-a_1(k+2)-a_2(k)+2\pi\nu(k),$$

where the integer $\nu$ brings the value back into $(-\pi,\pi]$. The first four terms cancel in the total, as in the naive scheme, and

$$\tilde C\equiv\frac1{2\pi}\sum_kF(k)=\sum_k\nu(k).$$

This is an integer for any mesh on which no link is zero. The information that the naive sum discarded sits in the branch of the phase, which must be taken once per plaquette, after the four links have been multiplied.

On a $24\times24$ mesh the result is $-1,+2,-1$. The plaquette at $k=0$ shows what is being added. For the lowest band the link product has modulus $0.99390$ and $F=-0.00118$ rad; for the middle and upper bands $F=+0.03460$ and $-0.03353$ rad. The three values add to $-0.00011$ rad, not to zero. The pointwise cancellation holds for $\Omega_n$, whereas single-band links on a finite mesh obey it only approximately.

## An integer can still be wrong

Integrality follows from the construction, so it says nothing about accuracy. A condition on the mesh is needed.

Compare each link with continuous transport along its edge:

$$\delta_\mu(k)=\arg\left[U_\mu(k)\exp\left(i\int_k^{k+\mu}A_\mu\,dk_\mu\right)\right].$$

The two factors change oppositely under a change of phase, so $\delta_\mu$ is gauge invariant. It follows that $-\arg U_\mu=\int A_\mu dk_\mu-\delta_\mu$ modulo $2\pi$. Going around the plaquette, the line integrals give the Berry flux $\Phi(k)=\int\Omega\,d^2k$ through it, so that $F=R$ modulo $2\pi$, with

$$R(k)=\Phi(k)-\left[\delta_1(k)+\delta_2(k+1)-\delta_1(k+2)-\delta_2(k)\right].$$

Suppose that $|R(k)|<\pi$ on every plaquette. Then $F=R$ without any added multiple of $2\pi$. In the sum the $\delta$ terms cancel edge by edge and the fluxes give $2\pi C$. Hence $\tilde C=C$. The condition is sufficient; a mesh that violates it may still give the right integer by luck.

A fine enough mesh satisfies it. Choose the phase along one edge so that $\langle u|u'\rangle=0$, where a prime is the derivative along the edge. Then

$$\langle u(0)|u(h)\rangle=1+\frac{h^2}{2}\langle u|u''\rangle+\frac{h^3}{6}\langle u|u'''\rangle+\dots$$

Differentiating $\langle u|u'\rangle=0$ gives $\langle u|u''\rangle=-\langle u'|u'\rangle$, which is real. The phase error $\delta$ thus starts at order $h^3$, while $\Phi$ is of order $h^2$. Both vanish as $h\to0$ for smooth isolated bands. If a gap is small, the denominators in $\Omega$ can make it sharply peaked, and $h$ must then resolve the peak.

For meshes displaced by $0.3$ and $0.2$ rad from the origin, $R$ was evaluated from the curvature and from transport on a $120\times120$ mesh:

- On $2\times2$ the largest $|R|$ is $1.678\pi$, and the links give $0,0,0$.
- On $3\times3$ it is $0.912\pi$, and they give $-1,+2,-1$.
- On $12\times12$ it has fallen to $0.127\pi$, with the same integers.

The $2\times2$ answer consists of integers that sum to zero, and it is wrong. Those two properties cannot certify a calculation. The $2\times2$ mesh is an extreme case: two steps in one direction return to the start, so neighbouring plaquettes use the same links in opposite senses and their link products are complex conjugates. Their fluxes cancel, whatever the band, unless a product is real and negative and $F=\pi$ sits on the branch cut. That happens, for example, in the outer bands when the mesh is displaced by $0$ and $0.2$ rad, where the branch chosen above gives $2,0,2$. A sound procedure bounds $R$, or at least refines the mesh and adds a check that doesn't use the links.

## Checks that don't share the same error

The translation symmetry of the lattice restricts the possible integers. Consider a general flux $\alpha=p/q$, a cell of $q$ columns, and the $r$ bands below a chosen gap, with total Chern number $C_g$. Let $X(k_2)=(2\pi)^{-1}\int\mathrm{tr}A_1\,dk_1$, in a basis of these bands that is periodic in $k_1$ and smooth in $k_2$. Integrating $\Omega$ over $k_1$ removes the $A_2$ term, so

$$C_g=-[X(2\pi)-X(0)].$$

Advancing $k_2$ by $2\pi p/q$ moves the pattern of the $d_s$ by one column. The eigenvectors become $u'_s=u_{s-1}$, with $u'_0=e^{-ik_1}u_{q-1}$ at the cell boundary. The extra phase adds $|u_{q-1}|^2$, summed over the $r$ bands, to $\mathrm{tr}A_1$. A different periodic basis can change $X$ only by an integer $j$, which is constant because $X$ is continuous in $k_2$. After $q$ moves, $k_2$ has advanced by $2\pi p$, and the weights of all $q$ columns have been added once, giving $r$. Thus

$$-pC_g=r+qj,\qquad n\equiv\frac rq=-\alpha C_g-j,$$

where $n$ is the number of states per site below the gap.

For $\alpha=1/3$ the first relation says that $C_g+r$ is a multiple of three. The number of the lowest band must be one less than a multiple of three, such as $-1$ or $2$. It cannot be $0$, so the $2\times2$ result is excluded without any finer mesh.

The second relation fixes the remaining choice if $C_g$ and $j$ keep their values while the flux changes and the gap stays open. That continuity is assumed here. The slope is then $dn/d\alpha=-C_g$. Counting eigenvalues below the gap centres at fluxes $6/19$ and $7/20$ gives slopes $+1$ and $-1$ for the two gaps. Hence $C_g=-1$ and $+1$, and the individual bands have $-1$, $+1-(-1)=+2$ and $0-(+1)=-1$. No eigenvector phase enters this count.

Open edges give another check. As $k_2$ advances by $2\pi$, the centres of the states below the gap move right by $-C_g$ cells. For $C_g=-1$ a place opens at the left wall, and a state must come down through the gap to fill it. The number of left-edge modes with rising frequency minus the number with falling frequency is therefore $C_g$. A strip 32 sites wide gives $-1$ in the lower gap and $+1$ in the upper gap.

## From hopping phases to silicon rings

A link ring between two site rings can supply the hopping. Let each coupler transfer the power fraction $\kappa^2$, with field transmission $t=\sqrt{1-\kappa^2}$ and transfer factor $i\kappa$. Take equal round-trip times $T$ for site and link rings, and make the link antiresonant at $\omega_0$, so that one link round trip multiplies the field by $-1$. Let its forward and backward arms carry phases $-\pi/2+\phi$ and $-\pi/2-\phi$. Summing all circulations in the link, the field passed forward is

$$\frac{(i\kappa)^2e^{i(-\pi/2+\phi)}}{1+t^2}=\frac{i\kappa^2e^{i\phi}}{2-\kappa^2}.$$

In the hopping model the gain in one round trip is $-iH_{\rm hop}T$, with $H_{\rm hop}=-Je^{i\phi}$. Equating the two gives, at leading order in the coupling,

$$J=\frac{\kappa^2}{(2-\kappa^2)T}.$$

An arm-length difference $\Delta\ell$ produces $\phi=\pi n_{\rm eff}\Delta\ell/\lambda$, since half the difference is added to one arm and half removed from the other.

The example uses rough typical values for silicon rings near 1550 nm: length 70 µm, group index 4.2, effective index 2.4 and $\kappa^2=0.10$. The free spectral range $1/T$ is 1019.7 GHz, so

$$\frac J{2\pi}=\frac{0.10}{1.90}\,\frac{1019.7\ \text{GHz}}{2\pi}=8.54\ \text{GHz}.$$

Each gap is $1.2679\times8.54=10.8$ GHz. A phase of $2\pi/3$ needs $\Delta\ell=2\times1550/(3\times2.4)=431$ nm. The third column needs $4\pi/3$, equivalent to $-2\pi/3$, so its arms are interchanged.

The three-mode model omits the time that light spends in the links. Away from resonance, with $x=\omega T$ and $\omega$ now measured from $\omega_0$, the field returned by one link to its own site ring contains $\kappa^2e^{ix}/(1+e^{ix})\approx\kappa^2(1/2+ix/4)$ at lowest order in $\kappa^2$. Four links add the phase $\kappa^2x$ per round trip, so $\omega(1+\kappa^2)\approx E$, and this effect alone contracts all frequencies by a factor $1/1.10$.

A lossless network of site and link rings that keeps the finite coupling and the delays gives lower and upper gaps of 10.66 and 8.99 GHz for counterclockwise circulation in the site rings. In a lattice built so that clockwise light sees the flux $+1/3$, the two values are interchanged. The upper gap is 17% below the three-mode value and the lower one about 2% below. A common contraction doesn't explain this asymmetry, and its cause is not isolated here. The network still has Chern numbers $-1,+2,-1$. Its largest deviation from the three-mode bands falls from $0.0115J$ to $0.0058J$ when $\kappa^2$ is halved from $0.004$ to $0.002$, consistent with a leading error proportional to $\kappa^2$.

## What real devices change

Uniform loss adds the same imaginary number to every diagonal element and leaves the eigenvectors alone. For 2 dB/cm the linewidth is 0.523 GHz, about 5% of the gap, so this loss alone does not blur the gap. Loss does limit the edge transport: at the centre of the lower gap the edge mode has a slope of magnitude $1.560J$ per radian, and in the three-mode model its energy falls to $1/e$ after $1.560\times8.54/0.523\approx25$ sites.

With the rough values used here, a larger threat than loss is a spread of the site resonances, which the model takes to be equal. Fabrication can spread untrimmed resonances by something of the order of 1 nm, a rough figure. A 1 nm spread is 124.8 GHz, or 11.5 gaps; if the spread within the lattice is that large, the rings must be tuned individually. If the remaining offsets satisfy $|\Delta_m|\le\Delta$, then $H$ lies between $H_0-\Delta$ and $H_0+\Delta$ as a quadratic form, where $H_0$ has no offsets. No level moves by more than $\Delta$, and offsets below half the gap cannot close it. With a thermo-optic coefficient of $1.8\times10^{-4}$ per K and the light taken as fully confined in silicon, the resonance moves by 8.29 GHz/K. Half of the three-mode gap then corresponds to site temperature offsets of $\pm0.65$ K; half of the smaller network gap corresponds to about $\pm0.54$ K. The bound was derived for the three-mode matrix and is only carried over to the network as an estimate; there a uniform site offset moves the bands by about 0.9 of its size, and bands shifted in opposite directions meet near $\pm0.6$ K. These limits concern survival of the gap, not uniform transmission, and they assume that no other disorder is present. Low optical power is also assumed: Kerr shifts, two-photon absorption and self-heating are not included.

The chosen sense of circulation matters too. Light circulating the other way uses the opposite link arms and sees flux $-1/3$. Its matrix is $H_-(k)=H_+^*(-k)$, with eigenvectors $u_-(k)=u_+^*(-k)$. Inserting these in the definition gives $A_-(k)=A_+(-k)$, and differentiation gives $\Omega_-(k)=-\Omega_+(-k)$. The Chern numbers become $+1,-2,+1$. The passive device as a whole is reciprocal: its one-way edge modes belong to one circulation, and the other supplies their partners.

Backscattering couples the two circulations. For the six-band matrix the lowest two bands form a near-degenerate pair, for which single-band links are unsafe. The remedy is to replace $U_\mu$ by the determinant of the $2\times2$ matrix of overlaps between the pair at neighbouring mesh points. A change of basis within the pair multiplies this determinant by phases that cancel around a plaquette, as before. With a uniform backscattering rate of 0.30 GHz, about 3% of the gap, the pair stays separated from the higher bands and has total Chern number zero. The integers $-1,+2,-1$ therefore describe a device in which one circulation is excited and backscattering stays weak over the path used; they don't make it an isolator. The numerical output lists the values for all bands and meshes.

## Calculated quantities

```
Wavelength: 1550 nm; ring length: 70 um
Group index: 4.2; effective index: 2.4
Power coupling per coupler: 0.10
Free spectral range: 1019.7 GHz
Hopping J/2pi: 8.542 GHz
Arm length difference for phase 2pi/3: 430.6 nm
Band edges / J: -2.7321 -2.0000 -0.7321 +0.7321 +2.0000 +2.7321
Band edges (GHz): -23.34 -17.08 -6.25 +6.25 +17.08 +23.34
Each gap: 1.2679 J = 10.83 GHz
Chern numbers, 24x24 links: -1 +2 -1; sum 0
Largest distance from an integer: 1.1e-16
Curvature integrals, 60x60: -1.000000 +2.000000 -1.000000
Band 1, plaquette at k=0: |product| 0.99390, F -0.00118 rad
Band 1: smallest |link| 0.9599, largest |F| 0.0993 rad
Band 2, plaquette at k=0: |product| 0.91787, F +0.03460 rad
Band 2: smallest |link| 0.9605, largest |F| 0.0968 rad
Band 3, plaquette at k=0: |product| 0.91731, F -0.03353 rad
Band 3: smallest |link| 0.9599, largest |F| 0.0993 rad
Shifted meshes: link integers, sum, largest |right side|/pi
  2x2: +0 +0 +0; sum 0; 1.678
  3x3: -1 +2 -1; sum 0; 0.912
  4x4: -1 +2 -1; sum 0; 0.565
  5x5: -1 +2 -1; sum 0; 0.474
  6x6: -1 +2 -1; sum 0; 0.324
  8x8: -1 +2 -1; sum 0; 0.248
  12x12: -1 +2 -1; sum 0; 0.127
State-count slopes dn/d(flux), gaps 1 and 2: +1.0000 -1.0000
Left-edge modes, up minus down, gaps 1 and 2: -1 +1
Edge-mode slope at centre of gap 1: 1.560 J per rad
Opposite circulation, Chern numbers: +1 -2 +1
Lower band pair with backscattering: C = 0
Backscattering rate/2pi: 0.30 GHz = 0.0277 of gap
Loss 2.0 dB/cm: linewidth 0.523 GHz = 0.0483 of gap
Edge travel for energy decay to 1/e: 25.5 sites
Thermo-optic coefficient: 1.8e-04 per K
Thermal resonance shift, magnitude: 8.29 GHz/K
Site temperature offset equal to half gap: +/-0.653 K
Resonance spread of 1 nm: 124.8 GHz = 11.5 gaps
Site offsets tested: +/-4.33 GHz; smallest gap left 7.50 GHz
Network-model deviation / J at coupling 0.004, 0.002: 0.01153 0.00577
Network band edges (GHz): -21.29 -15.83 -5.17 +6.13 +15.12 +21.03
Network gaps (GHz): 10.66 8.99
Network Chern numbers, 18x18: -1 +2 -1
```
